# Ghost bands and the variational principle: count from the core

**Q.** I have an LAPW calculation that breaks the variational principle. The model is a spherical cell of radius $S=3$ bohr, treated in the $s$ channel. The potential is $-3$ hartree inside a muffin-tin sphere of radius $R=2$ bohr and zero outside it. At the cell surface I require $\psi'(S)=0$, which imitates the bottom of a band. The exact valence bottom is $-0.2045$ hartree, yet my lowest eigenvalue is $-0.8256$ hartree. A variational energy cannot lie below the exact one, so something in the method must be non-variational.

**A.** Below which exact one? What is the lowest $s$ level of your Hamiltonian?

**Q.** There is a core level at $-2.1743$ hartree. But I am calculating valence states.

**A.** The Hamiltonian does not contain that intention. Which functions did you use?

**Q.** I write $\psi=\chi/r$, with the constant angular factor left out and $\int_0^S\chi^2dr=1$. In the shell $R<r<S$ each function is a free wave, $\chi=\sin Kr$ with $\tan KS=KS$, or $\chi=r$ for $K=0$. In the sphere it is $a\,u+b\,\dot u$. Here $u$ is the normalized radial solution at the energy parameter $E_l=-0.5$ hartree, and $\dot u=\partial u/\partial E$ is taken at $E_l$. The coefficients $a,b$ match value and slope at $R$. I use eight such functions.

**A.** They are continuous and have finite kinetic energy, so they are legitimate trial functions. Let the exact levels in this channel be $E_1\le E_2\le\dots$, with orthonormal states $\phi_i$. Diagonalizing $H$ in your trial space $V$ gives Ritz values $\varepsilon_1\le\varepsilon_2\le\dots$ and orthonormal vectors $v_j$ with $\langle v_i|H|v_j\rangle=\varepsilon_j\delta_{ij}$.

Take a combination $\varphi=\sum_{j=1}^{n}a_jv_j$ of the first $n$ Ritz vectors. Requiring it to be orthogonal to $\phi_1,\dots,\phi_{n-1}$ gives $n-1$ homogeneous linear equations for $n$ coefficients, so a nonzero solution exists. Normalize it. Its energy can be estimated in two ways:

$$\langle\varphi|H|\varphi\rangle=\sum_{j=1}^{n}|a_j|^2\varepsilon_j\le\varepsilon_n,\qquad
\langle\varphi|H|\varphi\rangle=\sum_{i\ge n}|\langle\phi_i|\varphi\rangle|^2E_i\ge E_n .$$

Together they give the Hylleraas–Undheim–MacDonald bound

$$\varepsilon_n\ge E_n .$$

The index $n$ counts all levels of $H$ in the channel, from the lowest up.

**Q.** Then $-0.8256$ is to be compared with $-2.1743$, and my second eigenvalue with the valence bottom?

**A.** Yes. Your second value is $-0.2031$ hartree, which is $0.0014$ hartree above $E_2=-0.2045$. Both bounds hold. The first is a poor bound, $1.35$ hartree above the core level, but a poor upper bound is still an upper bound.

**Q.** I thought that LAPW functions were orthogonal to the core, so that the count would start at the valence bottom.

**A.** With that assumption your count would be right. Suppose every function in $V$ is orthogonal to the core state $c=\phi_1$. Use the $n-1$ conditions to remove $\phi_2,\dots,\phi_n$ instead. The state $\phi_1$ is already absent, so the same argument gives $\varepsilon_n\ge E_{n+1}$. If I project $c$ out of your eight functions, the lowest Ritz value becomes $-0.2045$ hartree and the ghost is gone.

**Q.** Why are the original functions not orthogonal? Both $u$ and $c$ solve the same radial equation in the sphere, at different energies.

**A.** Solutions at different energies are orthogonal when the boundary terms vanish. Let $h=-\tfrac12d^2/dr^2+V(r)$ act on the radial functions, with $hc=E_1c$ and $hu=E_lu$. Then

$$(E_l-E_1)\int_0^R c\,u\,dr=\int_0^R(c\,hu-u\,hc)\,dr=-\tfrac12\int_0^R(c\,u''-u\,c'')\,dr .$$

The potential terms have cancelled. Since $c\,u''-u\,c''=(c\,u'-c'u)'$, and both functions vanish at $r=0$,

$$(E_l-E_1)\langle c|u\rangle_R=-\tfrac12\,[c\,u'-c'u]_{r=R}.$$

Differentiating with respect to $E_l$, with $c$ and $E_1$ fixed, gives

$$\langle c|u\rangle_R+(E_l-E_1)\langle c|\dot u\rangle_R=-\tfrac12\,[c\,\dot u'-c'\dot u]_{r=R}.$$

The core function enters the right-hand sides only through its value and slope at $R$. If the core has practically died out there and $E_l$ lies well away from $E_1$, dividing by $E_l-E_1$ shows that both sphere overlaps are small, and so is the part of the core in the shell. The functions are then nearly orthogonal to it.

Your core is not of that kind: $6.4\%$ of its norm lies outside the sphere. The overlaps are $\langle c|u\rangle_R=0.366$ and $\langle c|\dot u\rangle_R=-0.463$ hartree$^{-1}$. It is a semicore state.

**Q.** So the ghost is a bad picture of the core state. Can that be shown, rather than inferred from its position?

**A.** Its position already requires some core content. Let a normalized trial state have core weight $w=|\langle c|\varphi\rangle|^2$. The remaining weight $1-w$ lies on levels at or above $E_2$, so

$$\langle H\rangle\ge wE_1+(1-w)E_2=E_2-w(E_2-E_1).$$

Set $\langle H\rangle=\varepsilon_1$ and solve for $w$:

$$w\ge\frac{E_2-\varepsilon_1}{E_2-E_1}=\frac{-0.2045+0.8256}{-0.2045+2.1743}=\frac{0.6211}{1.9698}=0.315 .$$

No state in this model can have the ghost's energy with less core weight than that. The weight computed directly is $0.812$.

**Q.** Why so much more than the minimum?

**A.** The minimum would apply if the rest of the state were pure valence. Here the core part contributes $0.8124\times(-2.1743)=-1.7664$ hartree. The other $1-0.8124=0.1876$ of the weight must supply $-0.8256+1.7664\approx0.941$ hartree, an average of $0.941/0.1876\approx5.0$ hartree. That is far above the valence bottom. The ghost is therefore mostly core, with an admixture of high states that comes from forcing the core into an unsuitable basis.

The same inequality limits how low a ghost can fall. If $P$ projects on $V$, then $w=|\langle Pc|\varphi\rangle|^2\le\|Pc\|^2\equiv p$ for every normalized $\varphi$ in $V$. Hence

$$\varepsilon_1\ge E_2-p\,(E_2-E_1).$$

For $p\to0$ the valence bound returns. Here $p=0.908$, and the floor is $-1.99$ hartree, which permits your ghost without predicting its energy.

**Q.** Would more basis functions bring it down to the core level?

**A.** They lower it, but not to the core level. With 4, 6, 8 and 10 functions it lies at $-0.522$, $-0.760$, $-0.826$ and $-0.853$ hartree. More free waves improve the shell, while inside the sphere every function remains a combination of the same $u$ and $\dot u$.

In this model these are combinations of $\sin qr$ and $r\cos qr$, with $q=\sqrt{2(E_l+3)}$ in atomic units. The core function in the sphere is proportional to $\sin q_1r$ with $q_1\ne q$, which is not such a combination. Let $\delta>0$ be its distance, measured over the sphere, from the two-dimensional span of $u$ and $\dot u$; $\delta$ does not depend on the number of functions. Every $\varphi$ in $V$ has $\|c-\varphi\|\ge\delta$, so $1-p=\|c-Pc\|^2\ge\delta^2$, and the floor above gives $\varepsilon_1\ge E_1+\delta^2(E_2-E_1)$ for any basis size. The limit stays above $E_1$.

**Q.** Then I could move the energy parameter until the ghost disappears.

**A.** Look at what happens with eight functions; all energies are in hartree.

| $E_l$ | $\varepsilon_1$ | $\varepsilon_2$ | $\varepsilon_3$ |
|---:|---:|---:|---:|
| $-2.0$ | $-2.1743$ | $-0.0239$ | $2.829$ |
| $-1.0$ | $-1.9117$ | $-0.1842$ | $1.965$ |
| $-0.5$ | $-0.8256$ | $-0.2031$ | $1.745$ |
| $-0.2$ | $-0.2045$ | $0.3765$ | $1.788$ |
| $0.2$ | $-0.2056$ | $1.2316$ | $2.943$ |

The exact levels are $-2.1743$, $-0.2045$ and $1.2934$. With $E_l$ near the core level, the core is good and the valence bottom is $0.18$ hartree too high. With $E_l=-0.2$, the lowest value agrees with the valence bottom to the digits shown, and the gap below it looks clean. But there is now a value at $0.3765$, where the exact spectrum has none. The spurious level has moved up among the states you want.

The last row is instructive too. There $\varepsilon_1$ is $0.001$ hartree below the valence bottom, and $\varepsilon_2$ is below the third exact level. Counting from the valence bottom would call both violations. Counting from the core, every row is in order.

**Q.** What does remove it?

**A.** Give the sphere a function that can describe the core. A local orbital is $u(E_{\rm lo})+a\,u+b\,\dot u$ inside the sphere and zero outside, with $a,b$ chosen so that its value and slope vanish at $R$. Take $E_{\rm lo}=-2.2$ hartree, near the core level.

Let $V'$ be the space enlarged by this one function, with Ritz values $\varepsilon'_n$ and Ritz vectors $v'_j$. Then

$$\varepsilon'_1\le\varepsilon_1\le\varepsilon'_2\le\varepsilon_2 .$$

For $\varepsilon'_n\le\varepsilon_n$, repeat the first proof with $v'_j$ in place of the exact states, which is allowed because $V$ lies inside $V'$.

For $\varepsilon_n\le\varepsilon'_{n+1}$, take the span of $v'_1,\dots,v'_{n+1}$. Lying in $V$ costs one linear condition, since $V'$ has one dimension more than $V$. Orthogonality to $v_1,\dots,v_{n-1}$ costs $n-1$ more. These are $n$ conditions on $n+1$ coefficients, so a normalized solution exists. Its energy is at least $\varepsilon_n$, because it lies in $V$ without the first $n-1$ Ritz vectors. It is at most $\varepsilon'_{n+1}$, because of the span it came from.

So the ghost has to stay put or go down, and the next value takes a place between the old ghost and the old valence value. In the calculation the first two values become $-2.1743$ and $-0.2045$ hartree. They lie above the exact core and valence levels by about $3\times10^{-6}$ and $9\times10^{-6}$ hartree.

**Q.** In a real crystal I have no exact levels to compare with. How would I recognize a ghost?

**A.** Move $E_l$. From $-0.6$ to $-0.4$ hartree, your ghost rises by $0.69$ hartree. With the local orbital present, the core and valence levels move by less than $3\times10^{-5}$ hartree. An eigenvalue that follows the energy parameter like this is not a converged level of the Hamiltonian.

Dispersion is a weaker sign. Replacing $\psi'(S)=0$ by $\psi(S)=0$, which imitates the top of a band, lowers the ghost by $0.008$ hartree with eight functions, while the exact valence level rises by $0.388$ hartree. The small number is not a band width. The condition $\psi(S)=0$ only restricts the trial functions, so with a complete set in the shell it could only raise the lowest value; the downward move comes from the unfinished shell basis. What the comparison shows is that the ghost hardly disperses. But a genuine semicore band is narrow too: the core level rises by $0.017$ hartree.

**Q.** If the ghost obeys the theorem, may I leave it in?

**A.** No. The theorem gives a one-sided bound and promises no accuracy. If the core is treated separately and you fill these levels from the bottom with the valence electrons, the ghost takes electrons meant for a valence state, and the core charge is partly counted twice.

**Q.** And what would a real violation look like?

**A.** Any $\varepsilon_n$ below $E_n$, counted from the core; the plainest case is an eigenvalue below $E_1$. Take $\psi$ constant in the sphere and zero outside, and integrate the kinetic energy separately in the two regions. Each gradient is zero, so the energy comes out as $-3$ hartree, below the core level at $-2.17$. The jump at $R$ actually costs infinite kinetic energy, which the calculation dropped. Such a result points to inadmissible functions or wrong integrals.

**Q.** So in a crystal I compare at fixed $\mathbf k$ and symmetry, and include the core states of all atoms in the count?

**A.** Yes. With $n_c$ core states in that class, the valence bottom is bounded by $\varepsilon_{n_c+1}$. The potential must be the same in both spectra, so the bound does not compare different steps of a self-consistency cycle. The Hamiltonian must also be bounded below, so this argument does not carry over unchanged to the Dirac operator. The numerical check tests the bounds, the overlap identities and the effect of the local orbital for your cell.

## Table of computed values

```
R = 2.0 bohr, S = 3.0 bohr, V0 = 3.0 hartree
E_l = -0.5 hartree, E_lo = -2.2 hartree, N = 8
Exact levels 1-4, bottom (hartree): [-2.17432 -0.20453  1.29343  4.67346]
Exact levels 1-4, top (hartree): [-2.15701  0.18299  3.21363  6.71829]
Core weight outside sphere: 0.0637
Core chi(R) = 0.48241 bohr^-1/2
Core chi'(R) = -0.96400 bohr^-3/2
<core|u> in sphere: 0.36584
<core|udot> in sphere: -0.46341 hartree^-1
LAPW Ritz values 1-4 (hartree): [-0.82564 -0.20312  1.74517 12.00494]
Ghost: -0.82564 hartree = -22.467 eV
Ghost above core level: 1.34869 hartree
Ghost below valence bottom: 0.62111 hartree
Ghost core weight: 0.8124, minimum: 0.3153
Core projected out, 1-3 (hartree): [-0.20452  1.31224  6.2302 ]
With local orbital, 1-4 (hartree): [-2.17432 -0.20452  1.31243  6.23501]
Local orbital error, core: 2.55e-06 hartree
Local orbital error, valence: 8.63e-06 hartree
Shifts for E_l from -0.6 to -0.4 hartree:
  ghost: 0.69041 hartree
  core with local orbital: 1.44e-06 hartree
  valence with local orbital: -2.47e-05 hartree
Faulty discontinuous trial: -3.00000 hartree
Basis size N, Ritz values 1, 2 (hartree):
   4  -0.52153  -0.20150
   6  -0.76017  -0.20292
   8  -0.82564  -0.20312
  10  -0.85258  -0.20320
E_l, Ritz 1, 2, 3, floor for Ritz 1 (hartree); p:
  -2.0  -2.17427  -0.02385   2.82936  -2.17431; 1.0000
  -1.5  -2.15466  -0.12392   2.34553  -2.17131; 0.9985
  -1.0  -1.91173  -0.18415   1.96542  -2.13822; 0.9817
  -0.5  -0.82564  -0.20312   1.74517  -1.99263; 0.9078
  -0.2  -0.20453   0.37650   1.78764  -1.80388; 0.8119
   0.2  -0.20558   1.23160   2.94293  -1.43280; 0.6236
Top edge, Ritz 1-3 (hartree): [-0.8339   0.22037  5.96433]
Ghost top minus bottom: -0.00826 hartree
Exact core width: 0.01731 hartree
Exact valence width: 0.38752 hartree
```
